# The Breit–Rabi Formula for Muonium and the Muon Magnetic Moment: a program that tests the result

```python
"""
Muonium 1S in a magnetic field B: Breit-Rabi levels and their inversion.
Spin Hamiltonian in frequency units (MHz):
    H = delta I.J + a J_z - b I_z
delta : hyperfine interval;  J, I : electron and muon spins (both 1/2)
a = g_J mu_B B / h ;  b = 2 mu'_mu B / h  (mu'_mu : muon moment in the atom)
Result under test, with nu12 = E1-E2, nu34 = E3-E4, D = nu34-nu12:
    delta = nu12 + nu34,   b = (a D - 2 nu12 nu34) / (2 a + D)
States 1, 3 have M = +1, -1; states 2, 4 are the upper and lower M = 0 levels.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq


def codata(name):
    return const.physical_constants[name][0]


h, hbar, e, mu0 = const.h, const.hbar, const.e, const.mu_0
alpha = codata("fine-structure constant")
m_e, m_mu = codata("electron mass"), codata("muon mass")
g_e = abs(codata("electron g factor"))
g_mu = abs(codata("muon g factor"))
mu_B = codata("Bohr magneton")
mu_p = codata("proton mag. mom.")
a0 = codata("Bohr radius")
muon_magneton = e * hbar / (2 * m_mu)
mu_muon = g_mu * muon_magneton / 2
mass_ratio = m_e / m_mu

# ---------- spin matrices, basis (++), (+-), (-+), (--) as (m_J, m_I) ----------
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]
J = [np.kron(s / 2, np.eye(2)) for s in pauli]
I = [np.kron(np.eye(2), s / 2) for s in pauli]
IJ = sum(I[k] @ J[k] for k in range(3))
M_total = J[2] + I[2]
M_values = np.real(np.diag(M_total))
M_zero = np.where(np.abs(M_values) < 0.1)[0]
M_plus = np.argmax(M_values)
M_minus = np.argmin(M_values)


def hamiltonian(delta, a, b):
    return delta * IJ + a * J[2] - b * I[2]


def matrix_frequencies(delta, a, b):
    """nu12 and nu34 from diagonalization within each M block."""
    H = hamiltonian(delta, a, b)
    lower, upper = np.linalg.eigvalsh(H[np.ix_(M_zero, M_zero)])
    return H[M_plus, M_plus].real - upper, H[M_minus, M_minus].real - lower


def breit_rabi(delta, a, b):
    x = (a + b) / delta
    root = delta * np.sqrt(1 + x * x) / 2
    return np.array([delta / 4 + (a - b) / 2, -delta / 4 + root,
                     delta / 4 - (a - b) / 2, -delta / 4 - root])


def invert(nu12, nu34, a):
    D = nu34 - nu12
    return (a * D - 2 * nu12 * nu34) / (2 * a + D)


def numerical_inversion(nu12, nu34, a):
    """b found by root search on the diagonalized Hamiltonian."""
    D = nu34 - nu12

    def mismatch(b):
        f12, f34 = matrix_frequencies(nu12 + nu34, a, b)
        return f34 - f12 - D
    return brentq(mismatch, 0.0, D, xtol=1e-12, rtol=1e-14)


# ---------- angular quadrature on the unit sphere ----------
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(8)
phis = 2 * np.pi * np.arange(12) / 12
directions, weights = [], []
for c, w in zip(cos_nodes, cos_weights):
    for phi in phis:
        s = np.sqrt(1 - c * c)
        directions.append(np.array([s * np.cos(phi), s * np.sin(phi), c]))
        weights.append(w * 2 * np.pi / 12)
z = np.array([0.0, 0.0, 1.0])

# Field of a point dipole integrated over a sphere, from the surface
# integral of n x A; the result is in units of mu0 times the moment.
double_cross = sum(w * np.cross(n, np.cross(z, n))[2]
                   for n, w in zip(directions, weights))
contact_factor = double_cross / (4 * np.pi)
assert abs(contact_factor - 2 / 3) < 1e-12

# Contact interval with reduced-mass density, against its Rydberg form.
density = 1 / (np.pi * (a0 * (1 + mass_ratio))**3)
delta = (contact_factor * mu0 * g_e * mu_B * g_mu * muon_magneton
         * density / h / 1e6)
rydberg_form = (16 / 3 * alpha**2 * codata("Rydberg constant times c in Hz")
                * mass_ratio / (1 + mass_ratio)**3 * g_e * g_mu / 4 / 1e6)
assert abs(delta / rydberg_form - 1) < 1e-7

# ---------- bound electron g factor from the Dirac 1S state ----------
# Natural units; strong couplings make the relativistic effect large.


def dirac_factor(coupling):
    gamma = np.sqrt(1 - coupling**2)
    ratio = (1 - gamma) / coupling

    def big(r):
        return r**(gamma - 1) * np.exp(-coupling * r)

    def small(r):
        return ratio * big(r)
    for r in (0.7, 3.0):
        step = 1e-5
        d_big = (big(r + step) - big(r - step)) / (2 * step)
        d_small = (small(r + step) - small(r - step)) / (2 * step)
        assert abs(d_big + (gamma + 1 + coupling / r) * small(r)) < 1e-8
        assert abs(d_small + 2 * small(r) / r
                   - (gamma - 1 + coupling / r) * big(r)) < 1e-8
    spin_up = np.array([1, 0], complex)
    angular = 0.0
    for n, w in zip(directions, weights):
        A = np.cross(z, n) / 2
        sigma_A = sum(A[k] * pauli[k] for k in range(3))
        sigma_n = sum(n[k] * pauli[k] for k in range(3))
        angular += w * 2 * np.real(spin_up @ sigma_A
                                   @ (1j * sigma_n @ spin_up))
    top = quad(lambda r: big(r) * small(r) * r**3, 0, np.inf)[0]
    norm = 4 * np.pi * quad(lambda r: (big(r)**2 + small(r)**2) * r**2,
                            0, np.inf)[0]
    return 2 * angular * top / norm


for coupling in (0.3, 0.5, 0.7):
    expected = (1 + 2 * np.sqrt(1 - coupling**2)) / 3
    assert abs(dirac_factor(coupling) - expected) < 1e-7
g_J = g_e * (1 + 2 * np.sqrt(1 - alpha**2)) / 3
assert abs(g_J / g_e - (1 - alpha**2 / 3)) < alpha**4

# ---------- diamagnetic shielding at the muon ----------
radial = quad(lambda r: np.exp(-2 * r) / np.pi * r, 0, np.inf)[0]
unit_factor = mu0 * e**2 / (4 * np.pi * m_e * a0)
sigma = unit_factor * radial * double_cross / 2
assert abs(sigma / (alpha**2 / 3) - 1) < 1e-7
mu_bound = mu_muon * (1 - sigma)

# ---------- Breit-Rabi levels, sum rule, mixing, inversion ----------
a_slope = g_J * mu_B / h / 1e6
b_slope = 2 * mu_bound / h / 1e6
for field in (0.001, 0.05, 0.3, 1.7, 8.0, 25.0):
    a, b = a_slope * field, b_slope * field
    H = hamiltonian(delta, a, b)
    assert np.allclose(H @ M_total, M_total @ H, atol=1e-9)
    assert np.allclose(np.linalg.eigvalsh(H),
                       np.sort(breit_rabi(delta, a, b)), atol=1e-7)
    f12, f34 = matrix_frequencies(delta, a, b)
    assert abs(f12 + f34 - delta) < 1e-7
    x = (a + b) / delta
    eps = np.sqrt(1 + x * x) - x
    assert abs(f34 - f12 - 2 * b - eps * delta) < 1e-7
    vector = np.linalg.eigh(H[np.ix_(M_zero, M_zero)])[1][:, 1]
    assert abs((vector[1] / vector[0]).real - eps) < 1e-9
    assert abs(invert(f12, f34, a) - b) < 1e-7

# ---------- sensitivities, checked by the numerical inversion ----------


def analysis(field):
    a, b = a_slope * field, b_slope * field
    f = matrix_frequencies(delta, a, b)
    x = (a + b) / delta
    eps = np.sqrt(1 + x * x) - x
    formulas = np.array([-(1 + eps)**2 / 2, (1 - eps)**2 / 2, eps**2])
    point = np.array([f[0], f[1], a])
    step = 0.01
    for k in range(3):
        shift = np.zeros(3)
        shift[k] = step
        slope = (numerical_inversion(*(point + shift))
                 - numerical_inversion(*(point - shift))) / (2 * step)
        assert abs(slope - formulas[k]) < 1e-6
    return a, b, f[0], f[1], x, eps, formulas, eps**2 * a / b - 1


B = 1.7
a, b, nu12, nu34, x, eps, partials, K = analysis(B)
B_weak = 0.01
weak = analysis(B_weak)
assert weak[7] > 100 and abs(K) < 1
K_limit = analysis(1000.0)[7]
assert abs(K_limit + 1) < 1e-3

# ---------- recovery of the interval and the moment at the chosen field ----------
D = nu34 - nu12
nu_p = 2 * mu_p * B / h / 1e6
a_from_nmr = g_J * mu_B / (2 * mu_p) * nu_p
delta_found = nu12 + nu34
b_found = invert(nu12, nu34, a_from_nmr)
ratio_found = b_found / nu_p / (1 - sigma)
moment_found = ratio_found * mu_p
assert abs(delta_found / delta - 1) < 1e-12
assert abs(moment_found / mu_muon - 1) < 1e-10
assert abs(numerical_inversion(nu12, nu34, a) - b_found) < 1e-8

# Analysis that ignores both bound-state corrections.
b_free = invert(nu12, nu34, g_e * mu_B * B / h / 1e6)
free_shift = h * b_free * 1e6 / (2 * B) / mu_muon - 1
assert abs(free_shift / (K * alpha**2 / 3) - 1) < 1e-3

# ---------- stationary field and level crossing ----------


def nu12_slope(field):
    step = 1e-3
    up = matrix_frequencies(delta, a_slope * (field + step),
                            b_slope * (field + step))[0]
    down = matrix_frequencies(delta, a_slope * (field - step),
                              b_slope * (field - step))[0]
    return (up - down) / (2 * step)


q = b_slope / a_slope
x_stationary = (1 - q) / (2 * np.sqrt(q))
B_stationary = x_stationary * delta / (a_slope + b_slope)
assert abs(brentq(nu12_slope, 0.3, 5.0) - B_stationary) < 1e-5
assert nu12_slope(0.9 * B_stationary) > 0 > nu12_slope(1.1 * B_stationary)
assert abs(analysis(B_stationary)[7]) < 1e-8
nu12_max = matrix_frequencies(delta, a_slope * B_stationary,
                              b_slope * B_stationary)[0]
B_cross = delta * (a_slope - b_slope) / (2 * a_slope * b_slope)
assert abs(matrix_frequencies(delta, a_slope * B_cross,
                              b_slope * B_cross)[0]) < 1e-6
assert matrix_frequencies(delta, a_slope * 1.1 * B_cross,
                          b_slope * 1.1 * B_cross)[0] < 0

# ---------- error budget ----------
frequency_error = 10e-6
field_error = 1e-8
part_freq = frequency_error * np.hypot(partials[0], partials[1]) / b
part_field = abs(K) * field_error
interval_error = np.sqrt(2) * frequency_error
weak_freq = frequency_error * np.hypot(weak[6][0], weak[6][1]) / weak[1]

levels = breit_rabi(delta, a, b)
print(f"fine-structure constant alpha: {alpha:.9f}")
print(f"mass ratio m_e/m_mu: {mass_ratio:.9f}")
print(f"free electron g_e: {g_e:.9f}")
print(f"bound electron g_J: {g_J:.9f}")
print(f"free muon g_mu: {g_mu:.9f}")
print(f"shielding sigma = alpha^2/3: {sigma:.5e}")
print(f"omitted recoil scale alpha^2 m_e/m_mu: {alpha**2*mass_ratio:.2e}")
print(f"input muon moment: {mu_muon:.9e} J/T")
print(f"proton moment: {mu_p:.9e} J/T")
print(f"contact-formula interval delta: {delta:.6f} MHz")
print(f"a/B: {a_slope:.6f} MHz/T")
print(f"b/B: {b_slope:.6f} MHz/T")
print(f"ratio a/b: {a/b:.4f}")
print(f"chosen field B: {B:.1f} T")
print(f"proton frequency nu_p: {nu_p:.6f} MHz")
print(f"a: {a:.6f} MHz")
print(f"b: {b:.6f} MHz")
print(f"x: {x:.6f}")
print(f"mixing tangent epsilon: {eps:.7f}")
for number, level in enumerate(levels, 1):
    print(f"level E{number}/h: {level:.6f} MHz")
print(f"nu12: {nu12:.6f} MHz")
print(f"nu34: {nu34:.6f} MHz")
print(f"difference D: {D:.6f} MHz")
print(f"recovered interval: {delta_found:.6f} MHz")
print(f"recovered b: {b_found:.6f} MHz")
print(f"recovered muon/proton moment ratio: {ratio_found:.8f}")
print(f"recovered muon moment: {moment_found:.9e} J/T")
print(f"crude estimate D/2: {D/2:.4f} MHz")
print(f"crude estimate, relative error: {100*(D/2/b-1):.2f} %")
print(f"moment shift if binding ignored: {free_shift:.3e} (relative)")
print(f"d b/d nu12: {partials[0]:.6f}")
print(f"d b/d nu34: {partials[1]:.6f}")
print(f"d b/d a: {partials[2]:.7f}")
print(f"field-error factor K at chosen field: {K:.4f}")
print(f"K at 1000 T (limit check): {K_limit:.6f}")
print(f"assumed error of each frequency: {frequency_error*1e6:.0f} Hz")
print(f"assumed relative field error: {field_error:.0e}")
print(f"interval error: {interval_error*1e6:.1f} Hz")
print(f"relative moment error from frequencies: {part_freq:.2e}")
print(f"relative moment error from field: {part_field:.2e}")
print(f"combined relative moment error: {np.hypot(part_freq, part_field):.2e}")
print(f"weak comparison field: {B_weak:.2f} T")
print(f"weak field x: {weak[4]:.5f}")
print(f"weak field epsilon: {weak[5]:.5f}")
print(f"weak field K: {weak[7]:.2f}")
print(f"weak field moment error from frequencies: {weak_freq:.2e} (relative)")
print(f"weak field moment error from field: {weak[7]*field_error:.2e} (relative)")
print(f"stationary field: {B_stationary:.5f} T")
print(f"x at stationary field: {x_stationary:.4f}")
print(f"maximum nu12: {nu12_max:.4f} MHz")
print(f"slope of nu12 at chosen field: {nu12_slope(B):.3f} MHz/T")
print(f"crossing field of levels 1 and 2: {B_cross:.4f} T")
print("finished without a failed check")
```

Output:

```
fine-structure constant alpha: 0.007297353
mass ratio m_e/m_mu: 0.004836332
free electron g_e: 2.002319304
bound electron g_J: 2.002283762
free muon g_mu: 2.002331841
shielding sigma = alpha^2/3: 1.77505e-05
omitted recoil scale alpha^2 m_e/m_mu: 2.58e-07
input muon moment: 4.490448295e-26 J/T
proton moment: 1.410606795e-26 J/T
contact-formula interval delta: 4464.202740 MHz
a/B: 28024.453924 MHz/T
b/B: 135.536404 MHz/T
ratio a/b: 206.7670
chosen field B: 1.7 T
proton frequency nu_p: 72.381713 MHz
a: 47641.571671 MHz
b: 230.411886 MHz
x: 10.723524
mixing tangent epsilon: 0.0465255
level E1/h: 24821.630577 MHz
level E2/h: 22923.790806 MHz
level E3/h: -22589.529207 MHz
level E4/h: -25155.892177 MHz
nu12: 1897.839771 MHz
nu34: 2566.362969 MHz
difference D: 668.523198 MHz
recovered interval: 4464.202740 MHz
recovered b: 230.411886 MHz
recovered muon/proton moment ratio: 3.18334515
recovered muon moment: 4.490448295e-26 J/T
crude estimate D/2: 334.2616 MHz
crude estimate, relative error: 45.07 %
moment shift if binding ignored: -9.806e-06 (relative)
d b/d nu12: -0.547608
d b/d nu34: 0.454557
d b/d a: 0.0021646
field-error factor K at chosen field: -0.5524
K at 1000 T (limit check): -0.999999
assumed error of each frequency: 10 Hz
assumed relative field error: 1e-08
interval error: 14.1 Hz
relative moment error from frequencies: 3.09e-08
relative moment error from field: 5.52e-09
combined relative moment error: 3.14e-08
weak comparison field: 0.01 T
weak field x: 0.06308
weak field epsilon: 0.93891
weak field K: 181.28
weak field moment error from frequencies: 1.39e-05 (relative)
weak field moment error from field: 1.81e-06 (relative)
stationary field: 1.13427 T
x at stationary field: 7.1549
maximum nu12: 1923.1373 MHz
slope of nu12 at chosen field: -74.712 MHz/T
crossing field of levels 1 and 2: 16.3890 T
finished without a failed check
```
